Isotope shifts of the shielding in H2, HD and D2

**Problem**

The nuclei of H2, HD and D2 move in the same electronic potential, yet their magnetic shieldings differ slightly. Within the Born-Oppenheimer approximation and without rotation, the difference comes from the zero-point vibration: for light nuclei it spreads over a wider range of distances and, because the potential is anharmonic, it also moves the mean bond length further outward.

Use atomic units (ħ = m_e = e = 1) and the Born-Oppenheimer approximation, with nonrelativistic electrons and point nuclei. Let V(R) be the potential, σ(R) the isotropic shielding at internuclear distance R, and μ the reduced mass of the two bare nuclei. Consider the vibrational ground state without rotation, v = 0 and J = 0. Its mean shielding is σ0(μ), and the isotope shift of a heavier molecule with reduced mass μ' is defined here as

Δσ = σ0(μ') − σ0(μ), with μ the reduced mass of H2.

(a) Express σ(R) through the two-electron wavefunction, and say how to compute it by full configuration interaction (CI) in a finite basis.

(b) Derive the Numerov recursion for the vibrational function, and compute σ0 for the three molecules.

(c) Derive the leading dependence of σ0 on μ, in terms of derivatives of V and σ at the minimum R_e. Find the order of the first neglected term.

(d) Compare the isotope shifts from (b) and (c), and account for the difference.

**Hints**

For (a): the shielding is the part of the energy bilinear in the external field B and the nuclear moment m. Expand (p + A)²/2 with the sum of the two vector potentials.

For (b): the fourth derivative in the Taylor expansion of ψ can be removed with the differential equation itself.

For (c): ask what the mean force is in a stationary bound state. To count orders, measure the displacement in units of μ^(−1/4).

For (d): compare the mean displacement and the mean square displacement separately before judging the total.

**Solution**

**(a) The shielding curve**

A nucleus N with moment m in a field B has the energy −m·(1 − σ)·B, where σ is the shielding tensor. Its electronic part is therefore

σ_ab = ∂²E/∂m_a∂B_b at B = m = 0.

Let r_O and r_N be the electron's position relative to the gauge origin O and to N. With α the fine-structure constant, the vector potential is

A = B×r_O/2 + α² m×r_N/r_N³.

An electron has charge −1, so its kinetic energy is (p + A)²/2. Both parts of A have zero divergence, so p·A = A·p and

(p + A)²/2 = p²/2 + A·p + A²/2.

Using (B×r)·p = B·(r×p), the linear term becomes

A·p = B·L_O/2 + α² m·L_N/r_N³,

with L_O = r_O×p and L_N = r_N×p. Electron-spin terms do not add to σ for a singlet: the total spin operator in B·S annihilates the state, and the orbital field term cannot connect it to the triplets reached by the spin terms in m.

The cross term in A²/2 is

(α²/2)(B×r_O)·(m×r_N)/r_N³ = (α²/2)[(B·m)(r_O·r_N) − (B·r_N)(m·r_O)]/r_N³.

For the isotropic value take one third of the trace. The bracket contributes 3 r_O·r_N − r_O·r_N = 2 r_O·r_N, so the diamagnetic part, summed over electrons, is

σ_d = (α²/3)⟨Σ r_O·r_N/r_N³⟩.

With O at N this is (α²/3)⟨Σ 1/r_N⟩.

The linear terms act in second order. For a perturbation B h_B + m h_m, the energy −Σ_n |⟨n|B h_B + m h_m|0⟩|²/(E_n − E_0) has the mixed derivative

−2 Re Σ_n ⟨0|h_B|n⟩⟨n|h_m|0⟩/(E_n − E_0).

Put the molecule on the z axis and take both vectors along x. Since p = −i∇, define the real matrix elements

l_n0 = ⟨n|Σ(r_O×∇)_x|0⟩ and w_n0 = ⟨n|Σ(r_N×∇)_x/r_N³|0⟩.

Then ⟨n|h_B|0⟩ = −(i/2)l_n0, whose conjugate is +(i/2)l_n0, and ⟨n|h_m|0⟩ = −iα²w_n0. Their product is (i/2)(−i)α² l_n0 w_n0 = (α²/2) l_n0 w_n0, which gives

σ_p,xx = −α² Σ_n l_n0 w_n0/(E_n − E_0).

The yy component is equal. The zz component vanishes if O lies on the axis, because L_z annihilates the Σ ground state. Hence σ_p = (2/3)σ_p,xx and σ = σ_d + σ_p.

In a real orthonormal orbital basis the singlet is Ψ(1,2) = Σ_pq C_pq φ_p(1)φ_q(2), with C symmetric. Let h be the one-electron Hamiltonian matrix and (pr|qs) the repulsion integral with φ_pφ_r on electron 1 and φ_qφ_s on electron 2. Then

(HC)_pq = (hC + Chᵀ)_pq + Σ_rs (pr|qs)C_rs.

The lowest eigenvector gives E_0 and C. If l and w now denote the one-electron matrices, the perturbation produces lC + Clᵀ: the first product acts on electron 1, the second on electron 2. The sum over states is the solution X of

(H − E_0)X = lC + Clᵀ,

because expanding X in eigenstates divides each component by E_n − E_0. The right side has Π symmetry, so it is orthogonal to the ground state. Thus

σ_p,xx = −α² Σ_pq (wC + Cwᵀ)_pq X_pq.

The calculation uses the uncontracted aug-cc-pVTZ basis with one added tight p function per atom, 56 functions in all. Full CI treats the correlation of the two electrons completely within this basis; the basis error remains. At R = 1.4 bohr, with O at the observed nucleus,

σ = 32.373 − 5.682 = 26.691 ppm.

With O at the bond midpoint the same sum is 26.069 + 0.579 = 26.648 ppm. In a complete basis the two would agree. Here the parts change by about 6.3 ppm and the total by 0.043 ppm. The "paramagnetic" part is positive for the midpoint origin. This is possible because it is a sum of products of two different matrix elements, not of squares.

A limiting case tests the relative signs. At R = 8 bohr the parts are 19.951 and −2.209 ppm, with sum 17.742 ppm. A free hydrogen atom has ⟨1/r⟩ = 1 and no paramagnetic part about its own nucleus, hence α²/3 = 17.750 ppm.

Twelve distances between 0.51 and 2.89 bohr are joined by Chebyshev interpolation of σ and of the electronic energy, to which 1/R is added. Some values are

σ(1.2) = 29.093, σ(1.4) = 26.691, σ(1.6) = 24.776 ppm (R in bohr).

The shielding falls as the bond lengthens, and the curve is convex here: the second step of 0.2 bohr lowers it less than the first.

**(b) Numerov functions and averages**

Write the nuclear wavefunction as ψ(R)/R times a constant angular function. For J = 0 there is no centrifugal term, and

ψ'' = fψ, f = 2μ(V − E), ∫ψ² dR = 1.

On a grid of step s, add the Taylor expansions of ψ at the two neighbours of point n. Odd derivatives cancel:

ψ_{n+1} − 2ψ_n + ψ_{n−1} = s²ψ''_n + (s⁴/12)ψ''''_n + O(s⁶).

Since ψ'''' = (fψ)'', its central difference gives, within the same error,

s⁴ψ''''_n = s²(f_{n+1}ψ_{n+1} − 2f_nψ_n + f_{n−1}ψ_{n−1}) + O(s⁶).

Insert this and ψ''_n = f_nψ_n, and abbreviate t_n = s²f_n/12. The terms in ψ_n are 2 + 12t_n − 2t_n = 2 + 10t_n, so

(1 − t_{n+1})ψ_{n+1} = (2 + 10t_n)ψ_n − (1 − t_{n−1})ψ_{n−1}.

Start with ψ = 0 at each end of the interval, 0.5 and 2.9 bohr, and run both solutions towards a grid point near R_e. This follows the growing solution on each side, which is the numerically stable direction. Scale both to 1 at the joint. The recursion at the joint itself is then satisfied only at an eigenvalue, and a root search finds E. The average is

σ0 = ∫ψ²(R)σ(R) dR.

With s = 0.002 bohr the results are:

H2: μ = 918.076 m_e, σ0 = 26.3276 ppm
HD: μ = 1223.899 m_e, σ0 = 26.3713 ppm
D2: μ = 1835.241 m_e, σ0 = 26.4233 ppm

A separate diagonalization on a sinc grid confirms each average within 10⁻⁵ ppm for the same curves. The fourth decimals therefore have numerical meaning for these interpolated curves; this check does not test the interpolation itself. They are not a claim about the absolute shielding of the real molecule, for which the gauge difference found above already warns of errors in the second decimal. The shifts are

Δσ(HD) = 26.3713 − 26.3276 = 0.0437 ppm,
Δσ(D2) = 26.4233 − 26.3276 = 0.0957 ppm.

Unrounded data give 0.04375 and 0.09571 ppm. These extra digits serve only the comparison in (d): with the gauge origin at the midpoint the shifts become 0.04367 and 0.09555 ppm, so the basis error already reaches the fourth decimal. A quadruple-zeta-type basis of 78 functions raises each σ0 by about 0.015 ppm and gives shifts of 0.0437 and 0.0957 ppm with the origin at the nucleus, 0.0439 and 0.0959 ppm with the origin at the midpoint; a denser interpolation in the original basis gives 0.04377 and 0.09575 ppm. The shifts are thus uncertain by one to three units of the fourth decimal. The heavier molecule is more shielded, which means a lower chemical shift.

**(c) The perturbative formula**

Let x = R − R_e. Near the minimum

V = V_e + kx²/2 + gx³/6 + …,
σ = σ_e + σ'x + σ''x²/2 + …,

where k = V'', g = V''' and all derivatives are taken at R_e.

First count orders. Put x = μ^(−1/4)y. The kinetic energy −(1/2μ)d²/dx² becomes −μ^(−1/2)(1/2)d²/dy², and kx²/2 becomes μ^(−1/2)ky²/2. Taking out the common factor μ^(−1/2) leaves, apart from the constant V_e,

−(1/2)d²/dy² + ky²/2 + εgy³/6 + ε²V''''y⁴/24 + …, with ε = μ^(−1/4).

Changing the sign of ε has the same effect as changing the sign of y. Means of odd powers of y are therefore odd in ε, and those of even powers are even. Restoring x = εy,

⟨x⟩ = O(ε²) + O(ε⁴), ⟨x²⟩ = O(ε²) + O(ε⁴), ⟨x³⟩ and ⟨x⁴⟩ = O(ε⁴).

Since ε² = μ^(−1/2) and ε⁴ = 1/μ, only ⟨x⟩ and ⟨x²⟩ enter at leading order, and the first neglected term is of order 1/μ.

For ⟨x²⟩ the harmonic oscillator suffices. Its frequency is ω = √(k/μ), and half of its ground-state energy ω/2 is potential energy:

k⟨x²⟩/2 = ω/4, hence ⟨x²⟩ = ω/(2k) = 1/(2√(kμ)).

For ⟨x⟩ use the mean force. In a bound stationary state the expectation value of a commutator with H vanishes. With P = −i d/dR, [H, P] = [V, P] = iV', so ⟨V'⟩ = 0. From V' = kx + gx²/2 + O(x³),

k⟨x⟩ + g⟨x²⟩/2 = 0, hence ⟨x⟩ = −g⟨x²⟩/(2k) = −g/(4k^(3/2)μ^(1/2)).

The neglected cubic term in V' has a mean of order 1/μ. Physically, a negative g makes the outer wall softer than the inner one, so the mean bond length exceeds R_e. This displacement is of the same order as ⟨x²⟩, so anharmonicity may not be dropped against the curvature of σ.

Now insert both moments:

σ0 − σ_e = σ'⟨x⟩ + σ''⟨x²⟩/2 + O(1/μ)
= −σ'g/(4k^(3/2)μ^(1/2)) + σ''/(4k^(1/2)μ^(1/2)) + O(1/μ).

Taking out 1/(4√k) gives

σ0 = σ_e + Aμ^(−1/2) + O(1/μ),
A = (σ'' − σ'g/k)/(4√k).

The common σ_e cancels in the shift:

Δσ ≈ A(μ'^(−1/2) − μ^(−1/2)).

The limit μ → ∞ correctly gives σ_e. The expansion needs a zero-point amplitude small compared with the distances over which V and σ change their shape. It fails, for example, for a double well with appreciable tunnelling, where one minimum does not describe the state.

The computed curves have R_e = 1.4033 bohr and

k = 0.36816 hartree/bohr², g = −1.2561 hartree/bohr³,
σ_e = 26.656 ppm, σ' = −10.648 ppm/bohr, σ'' = 12.064 ppm/bohr².

Thus g/k = −3.412 bohr⁻¹, and σ'g/k = (−10.648)(−3.412) = 36.33 ppm/bohr². With 4√k = 2.427,

A = (12.064 − 36.33)/2.427 = −10.00 ppm m_e^(1/2).

The unrounded value is −9.998. These are derivatives of the twelve-point interpolants: about three figures of k, g and σ'' should be trusted as properties of the full CI curves in this basis (thirteen points between 0.75 and 2.5 bohr give k = 0.3686 and g = −1.258), and the further digits only keep the comparison with (b) consistent, since both parts use the same interpolants. The basis error is larger: a quadruple-zeta-type basis of 78 functions gives R_e = 1.4017 bohr, k ≈ 0.370, g ≈ −1.27, σ_e = 26.671 ppm, σ'' ≈ 12.13 and A ≈ −9.98 in the same units. The values of μ^(−1/2) are 0.033004 for H2, 0.028584 for HD and 0.023343 for D2, in m_e^(−1/2). Therefore

Δσ(HD) ≈ −9.998(0.028584 − 0.033004) = 0.0442 ppm,
Δσ(D2) ≈ −9.998(0.023343 − 0.033004) = 0.0966 ppm.

**(d) Comparison**

Relative to the Numerov shifts, the perturbative ones are too large by 1.0% for HD and 0.9% for D2. The ratio Δσ(D2)/Δσ(HD), in which A cancels at leading order, is 2.186 from the masses alone and 2.188 from Numerov. Both methods use the same interpolated curves, so these differences measure the perturbative formula and not the electronic calculation.

The moments are less accurate than the total suggests. For H2,

⟨x⟩: 0.04714 bohr (Numerov), 0.04640 bohr (perturbative),
⟨x²⟩: 0.03048 bohr² (Numerov), 0.02720 bohr² (perturbative).

The perturbative ⟨x⟩ is 1.6% below the Numerov value, and ⟨x²⟩ is 11% below. To see how this affects the HD shift, split it into σ'Δ⟨x⟩, σ''Δ⟨x²⟩/2 and the rest, where Δ is the change from H2 to HD:

Numerov: 0.06817 − 0.02699 + 0.00257 = 0.04375 ppm,
perturbative: 0.06615 − 0.02197 = 0.04418 ppm.

Going from the perturbative to the Numerov value, the linear term changes by +0.00202 ppm, the quadratic term by −0.00502 ppm, and the higher derivatives of σ add 0.00257 ppm. These corrections sum to −0.00043 ppm. The 1% agreement thus rests on a cancellation among larger terms of the neglected order, for these particular curves. It does not show that each ingredient is accurate to 1%, and another molecule need not repeat it.

What can be compared with a spectrum needs care. In this approximation the proton and the deuteron in HD have the same shielding. The HD−H2 difference concerns protons in two molecules. The corresponding difference for deuterons is D2−HD, which is 0.0957 − 0.0437 = 0.0520 ppm. The D2−H2 value compares different nuclear species, so it is a difference of absolute shieldings and not a line separation in one spectrum.

Rotation also matters for a comparison with measurement. The J = 0 state of H2 has total nuclear spin zero and gives no proton resonance; the observed signal comes from molecules with odd J. A calculation for a gas must average over its rotational states. That average, the corrections to the Born-Oppenheimer approximation and relativistic effects are left out here.

**Variation 1: a harmonic potential**

Keep k and the shielding curve, but set g = 0. What isotope shift does the leading formula predict for HD?

Now ⟨x⟩ = 0, and only the curvature of σ remains:

A_harm = σ''/(4√k) = 12.064/2.427 = 4.971 ppm m_e^(1/2).

Hence

Δσ(HD) ≈ 4.971(0.028584 − 0.033004) = −0.0220 ppm.

The sign is reversed. A convex curve averaged over a symmetric distribution lies above its central value, and more so for the lighter molecule. The positive shift found above therefore needs the anharmonic lengthening of the bond, which outweighs the curvature term: the two contribute 0.0662 and −0.0220 ppm at leading order.

**Variation 2: the next order from heavy molecules**

The neglected term can be estimated without deriving its coefficient. Define the remainder

ρ(μ) = σ0(μ) − σ_e − Aμ^(−1/2),

and suppose that Numerov averages are available for fictitious molecules whose reduced mass is 64 and 256 times that of H2. Correct both isotope shifts.

The computed remainders are 2.833×10⁻⁵ and 7.108×10⁻⁶ ppm. Their ratio is 3.99, close to the factor 4 expected if ρ falls as 1/μ. Multiplied by the mass factors, they become 0.00181 and 0.00182 ppm. So take

ρ(μ) ≈ (0.00182 ppm) μ(H2)/μ.

For H2 itself this predicts 0.00182 ppm, against 0.00176 ppm from its own Numerov average; the difference contains still higher orders. The mass ratios are 918.076/1223.899 = 0.7501 for HD and 918.076/1835.241 = 0.5002 for D2. The corrections to the shifts are

HD: 0.00182(0.7501 − 1) = −0.00045 ppm,
D2: 0.00182(0.5002 − 1) = −0.00091 ppm.

The corrected shifts are

HD: 0.04418 − 0.00045 = 0.04373 ppm (Numerov 0.04375),
D2: 0.09659 − 0.00091 = 0.09568 ppm (Numerov 0.09571).

The coefficient was taken from the heavy molecules, not fitted to these shifts. For these interpolated curves the 1/μ term therefore accounts for nearly all of the discrepancy found in (d). The value 0.00182 ppm should not be read as a converged property of H2. It is a small residue of contributions up to about eleven times larger (for H2 the errors of the perturbative ⟨x⟩ and ⟨x²⟩ alone contribute about −0.008 and +0.020 ppm), and it involves derivatives up to the fifth of V and the fourth of σ, which twelve interpolation points fix poorly. Both the coefficient and the closeness of the final agreement depend on the interpolation: polynomials of degree 11 and 12 fitted to thirteen points between 0.75 and 2.5 bohr give a coefficient of 0.0017 and 0.0015 ppm, and the corrected shifts then lie above the full averages by up to 0.00005 ppm (HD) and 0.00009 ppm (D2). The numerical check contains the data of the twelve-point calculation in the 56-function basis.

Values computed for the example and the checks

```
basis functions: 56; tight p exponent 5.1 bohr^-2
distances: 12 from 0.5103 to 2.8897 bohr
Numerov: 0.5 to 2.9 bohr, step 0.0020 bohr
free H atom shielding alpha^2/3: 17.7505 ppm
R=8 bohr: dia 19.9507, para -2.2091, sum 17.7417 ppm
R=1.4 bohr: total energy -1.173055 hartree
R=1.4, origin nucleus: dia 32.3729, para -5.6822, sum 26.6907 ppm
R=1.4, origin midpoint: dia 26.0686, para 0.5790, sum 26.6475 ppm
interpolation error at R=1.4: 4.1e-06 hartree, 5.9e-06 ppm
sigma(1.0 bohr) = 32.1349 ppm
sigma(1.2 bohr) = 29.0932 ppm
sigma(1.4 bohr) = 26.6907 ppm
sigma(1.6 bohr) = 24.7762 ppm
sigma(1.8 bohr) = 23.2416 ppm
sigma(2.0 bohr) = 22.0063 ppm
R_e = 1.40327 bohr
k = 0.36816 hartree/bohr^2, g = -1.2561 hartree/bohr^3
sigma_e = 26.6558 ppm, sigma' = -10.6479 ppm/bohr, sigma'' = 12.0637 ppm/bohr^2
A = -9.9979 ppm m_e^(1/2)
H2: mu = 918.076 m_e, harmonic wavenumber 4395.0 cm^-1, zero-point 2175.5 cm^-1
H2: <x> Numerov 0.047144, perturbative 0.046395 bohr
H2: <x^2> Numerov 0.030479, perturbative 0.027197 bohr^2
H2: sigma0 Numerov 26.32755, perturbative 26.32579 ppm; minus sigma_e -0.32821, -0.32997 ppm
HD: mu = 1223.899 m_e, harmonic wavenumber 3806.5 cm^-1, zero-point 1886.8 cm^-1
HD: <x> Numerov 0.040742, perturbative 0.040183 bohr
HD: <x^2> Numerov 0.026005, perturbative 0.023555 bohr^2
HD: sigma0 Numerov 26.37130, perturbative 26.36997 ppm; minus sigma_e -0.28446, -0.28578 ppm
D2: mu = 1835.241 m_e, harmonic wavenumber 3108.5 cm^-1, zero-point 1543.3 cm^-1
D2: <x> Numerov 0.033186, perturbative 0.032814 bohr
D2: <x^2> Numerov 0.020860, perturbative 0.019236 bohr^2
D2: sigma0 Numerov 26.42326, perturbative 26.42238 ppm; minus sigma_e -0.23249, -0.23338 ppm
shift HD-H2: Numerov 0.04375, perturbative 0.04418 ppm, perturbative/Numerov 1.0100
  Numerov terms: linear 0.06817, quadratic -0.02699, rest 0.00257 ppm
  perturbative terms: linear 0.06615, quadratic -0.02197 ppm
  Numerov shift with midpoint origin: 0.04367 ppm
shift D2-H2: Numerov 0.09571, perturbative 0.09659 ppm, perturbative/Numerov 1.0091
  Numerov terms: linear 0.14863, quadratic -0.05802, rest 0.00510 ppm
  perturbative terms: linear 0.14461, quadratic -0.04802 ppm
  Numerov shift with midpoint origin: 0.09555 ppm
shift D2-HD: Numerov 0.05197, perturbative 0.05240 ppm
ratio of shifts D2/HD: Numerov 2.1879, perturbative 2.1860
mass x 1: remainder 1.759e-03 ppm, times mass factor 0.00176 ppm
mass x 64: remainder 2.833e-05 ppm, times mass factor 0.00181 ppm
mass x 256: remainder 7.108e-06 ppm, times mass factor 0.00182 ppm
```
